In a nitrogen molecule we speak of two cores, a triple bond and two lone pairs, yet along the molecular axis the electron density has no minima that separate them. It shows two steep peaks at the nuclei and a single minimum at the bond midpoint. The Pauli principle offers a better probe. Fix an electron of a given spin at a point and ask how likely another electron of the same spin is to be found close by. If the first electron belongs to a region that it shares with no other electron of its spin, the second one stays away. If several orbitals overlap there, the second one comes closer. The Becke-Edgecombe electron localisation function, ELF for short, turns this observation into a number at each point of space.

Let the state be a single determinant of \(N\) orthonormal spin orbitals \(\chi_p\), each purely \(\alpha\) or purely \(\beta\). Hartree atomic units are used. With \(x\) standing for position and spin,
\[
\Psi=\frac{1}{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\,\chi_{P(1)}(x_1)\cdots\chi_{P(N)}(x_N).
\]
The pair density is \(N(N-1)\) times the integral of \(|\Psi|^2\) over \(x_3,\dots,x_N\). In the double sum over permutations \(P,P'\), orthonormality requires \(P'(k)=P(k)\) for all \(k\ge3\). Then either \(P'=P\), or \(P'\) differs from \(P\) by an exchange of the first two labels, which brings a minus sign. Each ordered pair of labels \(p\ne q\) in the first two places occurs in \((N-2)!\) permutations, and \(N(N-1)(N-2)!/N!=1\). Hence
\[
P_2(x_1,x_2)=\sum_{p,q}\Big[|\chi_p(x_1)|^2|\chi_q(x_2)|^2-\chi_p(x_1)\chi_q^*(x_1)\,\chi_q(x_2)\chi_p^*(x_2)\Big],
\]
where the terms \(p=q\) may be included because they cancel.

If the two spins are opposite, the second term vanishes: \(\chi_p\chi_q^*\) at \(x_1\) needs two \(\alpha\) orbitals, while the same two orbitals at \(x_2\) would have to be \(\beta\). What remains is \(\rho_\alpha(\mathbf r_1)\rho_\beta(\mathbf r_2)\), so a determinant of this kind contains no correlation between opposite spins. All the information lies in the same-spin part. From here on, one spin is considered and its label is dropped. Let \(\psi_i\) be its occupied spatial orbitals, \(n\) their number, and
\[
\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r).
\]
The sums over \(p\) and \(q\) factorise, and since \(\gamma(\mathbf r',\mathbf r)=\gamma(\mathbf r,\mathbf r')^*\),
\[
P_2(\mathbf r,\mathbf r')=\rho(\mathbf r)\rho(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2 .
\]

Dividing by the density of the first electron gives the density of the others, given that one is at \(\mathbf r\):
\[
P(\mathbf r'|\mathbf r)=\rho(\mathbf r')-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .
\]
This requires \(\rho(\mathbf r)>0\). By orthonormality \(\int|\gamma(\mathbf r,\mathbf r')|^2d\mathbf r'=\rho(\mathbf r)\), so \(P\) integrates to \(n-1\), the number of other electrons of that spin. At \(\mathbf r'=\mathbf r\) it is zero. Because it is a density and cannot be negative, this zero is a minimum, and the first information about the neighbourhood of \(\mathbf r\) is in the second derivatives.

Put \(\mathbf r'=\mathbf r+\mathbf s\) and average over the directions of \(\mathbf s\) at fixed length \(s\). For a smooth function \(f\),
\[
f(\mathbf r+\mathbf s)=f+\sum_a s_a\partial_af+\tfrac12\sum_{ab}s_as_b\,\partial_a\partial_bf+\dots
\]
Odd orders average to zero, since \(\mathbf s\) and \(-\mathbf s\) have equal weight. By isotropy \(\langle s_as_b\rangle\) is proportional to \(\delta_{ab}\), and its trace is \(s^2\), so \(\langle s_as_b\rangle=s^2\delta_{ab}/3\). Therefore
\[
\langle f(\mathbf r+\mathbf s)\rangle=f(\mathbf r)+\frac{s^2}{6}\nabla^2f(\mathbf r)+O(s^4).
\]
Smoothness is a real condition. Orbitals have cusps at nuclei, so \(\mathbf r\) must not be a nucleus and \(s\) must be less than the distance to the nearest one.

The Laplacian of \(P\) with respect to \(\mathbf r'\) is now needed at \(\mathbf r'=\mathbf r\). Define
\[
\tau=\sum_i|\nabla\psi_i|^2,\qquad \mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i,\qquad L=\mathrm{Re}\sum_i\psi_i^*\nabla^2\psi_i .
\]
There is no factor \(\tfrac12\) in \(\tau\); the kinetic energy density is \(\tau/2\). The density term gives
\[
\nabla^2\rho=\sum_i\left(\psi_i^*\nabla^2\psi_i+\psi_i\nabla^2\psi_i^*+2|\nabla\psi_i|^2\right)=2\tau+2L .
\]
For the exchange term, the product rule applied to \(\gamma^*\gamma\) gives
\[
\nabla'^2|\gamma|^2=2|\nabla'\gamma|^2+2\,\mathrm{Re}\,(\gamma^*\nabla'^2\gamma).
\]
At coincidence \(\gamma=\rho\), which is real, and \(\nabla'^2\gamma=\sum_i\psi_i\nabla^2\psi_i^*\), whose real part is \(L\). The first derivative is
\[
\nabla'\gamma=\sum_i\psi_i\nabla\psi_i^*=\tfrac12\nabla\rho-i\,\mathbf j ,
\]
because \(\nabla\rho=2\,\mathrm{Re}\sum_i\psi_i^*\nabla\psi_i\) and complex conjugation reverses the sign of the imaginary part. So \(|\nabla'\gamma|^2=\tfrac14|\nabla\rho|^2+|\mathbf j|^2\), and
\[
\nabla'^2P=2\tau+2L-\frac1\rho\left[\tfrac12|\nabla\rho|^2+2|\mathbf j|^2+2\rho L\right]=2D,
\]
\[
D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{|\mathbf j|^2}{\rho}.
\]
The second derivatives of the orbitals have cancelled. Since \(P(\mathbf r|\mathbf r)=0\), the averaged conditional density is
\[
\langle P(\mathbf r+\mathbf s|\mathbf r)\rangle=\frac{D(\mathbf r)}{3}\,s^2+O(s^4).
\]
For real orbitals \(\mathbf j=0\), and \(D\) reduces to \(\tau-|\nabla\rho|^2/(4\rho)\). Integrated over a small sphere of radius \(R\), the leading term gives \(\int_0^R4\pi s^2\,(Ds^2/3)\,ds=4\pi DR^5/15\) other electrons of the same spin. A small \(D\) means that an electron at \(\mathbf r\) keeps its like-spin companions out of its surroundings.

A second route to \(D\) shows its sign and its structure. Consider
\[
\tfrac12\sum_{ij}|\psi_i(\mathbf r)\psi_j(\mathbf r')-\psi_j(\mathbf r)\psi_i(\mathbf r')|^2 .
\]
The two squared terms each contribute \(\tfrac12\rho(\mathbf r)\rho(\mathbf r')\), and the cross terms contribute \(-|\gamma(\mathbf r,\mathbf r')|^2\), so this sum is \(P_2\). To first order in \(\mathbf s\) the quantity inside the modulus is \(\mathbf s\cdot(\psi_i\nabla\psi_j-\psi_j\nabla\psi_i)\), with everything taken at \(\mathbf r\). The average of \(|\mathbf s\cdot\mathbf A|^2\) is \(s^2|\mathbf A|^2/3\), and division by \(\rho\) gives
\[
D=\frac1\rho\sum_{i<j}|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2\;\ge\;0 .
\]
The factor \(\tfrac12\) has been absorbed by counting each pair once. If there is one occupied orbital of the given spin, there are no pairs and \(D=0\) everywhere, as it must be when there is no second electron to find. For real orbitals this says that \(\tau/2\) equals the von Weizsäcker density \(|\nabla\rho|^2/(8\rho)\), and for any number of real orbitals \(D/2\) is the kinetic energy density in excess of it. When a current flows, \(|\mathbf j|^2/(2\rho)\) must be subtracted as well. A unitary mixing of the occupied orbitals leaves \(\gamma\) unchanged, hence also \(D\). Canonical and localised orbitals give the same answer.

The pair form also explains the current term. Multiply all orbitals by a common position-dependent phase \(e^{i\theta(\mathbf r)}\). No pair density changes. In \(\psi_i\nabla\psi_j-\psi_j\nabla\psi_i\) the two terms with \(\nabla\theta\) cancel, and \(D\) stays the same. But \(\tau\) alone does change, and \(|\mathbf j|^2/\rho\) compensates for it. One electron in the hydrogen orbital \(2p_{+1}\), proportional to \((x+iy)e^{-r/2}\), makes this visible. At \(x=2\) bohr, \(y=z=0\), the modulus is stationary: along \(x\) its logarithmic derivative is \(1/x-\tfrac12=0\), and along \(y\) and \(z\) it vanishes by symmetry. So the density gradient is zero. The phase is the azimuthal angle, whose gradient has length \(1/x=\tfrac12\). Thus \(\tau=|\mathbf j|^2/\rho=\rho/4\), which with \(\rho=0.002692\) bohr⁻³ is \(0.000673\) bohr⁻⁵. With the current, \(D=0\). Without it, a lone electron would be credited with a like-spin neighbour.

Now \(D\) has to be made into a measure that can be compared between points. By itself it cannot serve, because it depends on the length scale. Compress a system uniformly, \(\psi_i(\mathbf r)\to\lambda^{3/2}\psi_i(\lambda\mathbf r)\). Then \(\rho\) gains a factor \(\lambda^3\) and each orbital gradient a factor \(\lambda^{5/2}\), so \(\tau\) gains \(\lambda^5\). The density gradient gains \(\lambda^4\), so \(|\nabla\rho|^2/\rho\) gains \(\lambda^{8-3}=\lambda^5\). The current gains \(\lambda^4\) as well, and its term scales in the same way. All of \(D\) grows as \(\lambda^5\), although the pattern of bonds and shells has merely shrunk. The power \(\rho^{5/3}\) also grows as \(\lambda^5\), so \(D/\rho^{5/3}\) is free of the scale.

The constant is set by a choice of reference: the uniform electron gas with the same spin density. Its occupied plane waves fill a sphere of radius \(k_F\), with \(1/(2\pi)^3\) states per unit volume of space and of \(\mathbf k\)-space. Hence
\[
\rho=\frac{1}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2},\qquad
\tau=\frac{1}{8\pi^3}\int_0^{k_F}4\pi k^4\,dk=\frac{k_F^5}{10\pi^2}=\tfrac35k_F^2\rho .
\]
The density is constant, and the currents of \(\mathbf k\) and \(-\mathbf k\) cancel, so \(D=\tau\). With \(k_F=(6\pi^2\rho)^{1/3}\),
\[
D_0=\tfrac35(6\pi^2)^{2/3}\rho^{5/3}=9.1156\,\rho^{5/3}.
\]
For \(\rho=0.05\) bohr⁻³ this gives \(0.061859\) bohr⁻⁵. The short-distance curvature of the conditional density, computed from the density matrix of the filled sphere, gives the same value.

The ratio \(\chi=D/D_0\) runs from zero upwards and is large where electrons are poorly localised. Becke and Edgecombe reversed and bounded it:
\[
\mathrm{ELF}=\frac{1}{1+\chi^2},\qquad \chi=\frac{D}{D_0}.
\]
The value is 1 where \(D=0\), \(\tfrac12\) where the curvature equals that of the gas, and it tends to 0 as \(\chi\to\infty\). This last step is a convention. The expansion of the pair density delivers \(D\) and, for the gas, \(D_0\); it does not single out the gas as the reference, nor the square in the denominator. Any other decreasing function of \(\chi\) would have the same ordering of points and the same positions of maxima and minima, but different values. An ELF of 0.87 is therefore not a probability of 87 per cent. Nor does a value of \(\tfrac12\) prove that the electrons at that point behave like a uniform gas, for one number has been matched and nothing else.

For a closed shell with real orbitals the function can also be written with the total density \(\rho_t=2\rho\) and the total kinetic energy density \(t=\tfrac12\cdot2\tau=\tau\). Then
\[
t-\frac{|\nabla\rho_t|^2}{8\rho_t}=\tau-\frac{4|\nabla\rho|^2}{16\rho}=D,
\]
\[
\tfrac{3}{10}(3\pi^2)^{2/3}\rho_t^{5/3}=\tfrac{3}{10}\cdot2\,(6\pi^2)^{2/3}\rho^{5/3}=D_0,
\]
where \(2^{5/3}=2\cdot2^{2/3}\) was used. The constants look different, but \(\chi\) is the same.

Return to the nitrogen molecule, treated by restricted Hartree-Fock in the cc-pVDZ basis at a chosen separation of 2 bohr. There are seven electrons of each spin, and the energy is \(-108.954\) hartree. This level omits electron correlation, and its Gaussian functions have no cusp at the nuclei. The bond midpoint is at \(z=0\) and one nucleus at \(z=1\) bohr. Along the axis, with \(D\) and \(D_0\) in bohr⁻⁵:

| Point | \(z\) (bohr) | \(D\) | \(D_0\) | ELF |
|---|---|---|---|---|
| midpoint | 0 | 0.659 | 1.741 | 0.875 |
| inner minimum | 0.54 | 9.08 | 3.21 | 0.111 |
| core | 1.10 | 27.2 | 2036 | 1.000 |
| outer minimum | 1.45 | 8.76 | 3.42 | 0.133 |
| outer maximum | 2.36 | 0.0174 | 0.1356 | 0.984 |
| far point | 4.00 | 0.00012 | 0.00017 | 0.655 |

These numbers belong to this basis and are not converged in the digits shown. In aug-cc-pVQZ the six values of \(D\) become 0.739, 10.2, 30.4, 8.98, 0.0188 and 0.000072, and those of ELF become 0.876, 0.122, 1.000, 0.137, 0.979 and 0.821. The minima move by about 0.01 bohr or less. The outer maximum lies at 2.30 bohr in cc-pVTZ and at 2.37 bohr in aug-cc-pVQZ. The sequence of maxima and minima is the same in all these bases. The ratios and percentages quoted below refer to cc-pVDZ unless another basis is named, and apart from those at the far point they shift by a few per cent in larger bases.

At the midpoint the density is \(0.3703\) bohr⁻³ per spin, and symmetry makes its gradient zero. So \(D=\tau=0.6591\), \(\chi=0.6591/1.7408=0.3786\), and
\[
\mathrm{ELF}=\frac{1}{1+0.3786^2}=\frac{1}{1.1433}=0.875 .
\]
The origin of this \(D\) can be traced. Each orbital may be chosen even or odd under inversion through the midpoint. Even orbitals have zero gradient there and odd ones have zero value. The density at the midpoint thus comes from the even orbitals and the whole of \(\tau\) from the odd ones. Among the latter are the two \(\pi\) bonding orbitals, which vanish on the axis but have a slope across it. They supply like-spin neighbours just beside an electron on the axis, and ELF at the centre of the bond stays below 1.

The two minima lie about 0.46 and 0.45 bohr from the nucleus, one on each side. There \(D\) exceeds the gas value by factors of 2.8 and 2.6. They separate the core from the bond on the inside and from the lone pair on the outside. In the pair form, \(D\) is large where orbitals of comparable size have very different logarithmic gradients, since
\[
|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|=|\psi_i\psi_j|\left|\frac{\nabla\psi_j}{\psi_j}-\frac{\nabla\psi_i}{\psi_i}\right|
\]
wherever neither orbital vanishes. A steeply falling core orbital meeting a flatter valence orbital fits this description. That reading of the minima is an interpretation, as the separate pair contributions were not computed.

The core point shows why the reference is needed. Its \(D\) of 27.2 is three times that at the minima, so \(D\) alone would rank it as less localised. But the density there is 25.7 bohr⁻³, and \(D_0\) is 2036. The ratio is 0.013 and ELF rounds to 1. At this point the von Weizsäcker part \(|\nabla\rho|^2/(4\rho)\) makes up \(1196.8/1224.0=98\) per cent of \(\tau\), close to the case of a single orbital. That fraction does not by itself fix ELF, which compares \(D\) with \(D_0\) and not with \(\tau\): it is 86 per cent at the outer maximum, where ELF is 0.984, and about 95 per cent at \(z=4\) bohr, where ELF is 0.655. Far out, the reference works in the direction opposite to that at the core point. At \(z=4\) bohr \(D\) is more than a hundred times smaller than at the outer maximum, yet ELF has dropped from 0.984 to 0.655, because \(D_0\) has fallen faster still.

A simple model shows how the tail is decided by competing decay rates. Suppose that far from a molecule two real orbitals behave as \(\psi_1\sim e^{-\kappa_1r}\) and \(\psi_2\sim e^{-\kappa_2r}\), with \(\kappa_2>\kappa_1\). Then \(\rho\approx\psi_1^2\), and the pair form gives
\[
D\approx\frac{\psi_1^2\psi_2^2(\kappa_2-\kappa_1)^2}{\psi_1^2}\propto e^{-2\kappa_2r},\qquad D_0\propto e^{-10\kappa_1r/3},
\]
\[
\chi\propto e^{-2(\kappa_2-5\kappa_1/3)\,r}.
\]
If \(\kappa_2<\tfrac53\kappa_1\), \(\chi\) grows without limit and ELF tends to 0; if \(\kappa_2>\tfrac53\kappa_1\), ELF tends to 1. The low-density tail can thus go either way, and a value found there says more about the ratio of two very small quantities than about bonding. The model was not tested against the computed tail and does not describe it in detail: Gaussian functions do not decay as simple exponentials, and the model ignores angular dependence, such as that of the \(\pi\) orbitals, which vanish on the axis. That omission is not minor here: at \(z=4\) bohr the slopes of the \(\pi\) orbitals across the axis supply about 96 per cent of \(D\), and the radial mechanism of the model only the rest. The value of ELF at this point also depends on the basis; it is 0.80 in aug-cc-pVTZ and 0.82 in aug-cc-pVQZ instead of 0.655, while the share of the \(\pi\) orbitals stays between 91 and 98 per cent in bases from double to quadruple zeta.

ELF rests on the limit \(s\to0\), and one may ask over what distance the leading term describes the actual surroundings of an electron. At the bond midpoint \(Ds^2/3\) for \(s=0.2\) bohr is \(0.6591\times0.04/3=0.00879\) bohr⁻³, while direct averaging of the conditional density gives 0.00867, a ratio of 0.986 to the leading term. At 0.4 bohr the ratio is 0.974, and at 0.6 bohr it is 1.109. The deviation thus changes sign, so good agreement at one distance does not guarantee it at another. At 0.6 bohr the sphere comes within 0.4 bohr of the nuclei, and the rising core density is a likely cause, though this was not tested separately. At the outer maximum the ratio climbs steadily, from 1.008 at 0.1 bohr to 1.142 at 0.4 and 1.382 at 0.6 bohr. These ratios depend on the basis: in aug-cc-pVQZ they are 0.977, 0.941 and 1.034 at the midpoint and 1.007, 1.122 and 1.311 at the outer maximum, with the same trends.

The small-\(s\) behaviour itself can be checked through the remainder, the averaged density minus \(Ds^2/3\). If it begins at fourth order, doubling \(s\) must multiply it by nearly 16. At the midpoint, going from 0.05 to 0.1 bohr multiplies it by 15.67, and a following term in \(s^6\) accounts for a departure of this kind. The limiting curvature obtained by averaging over directions agrees with the formula for \(D\) to within \(4.1\times10^{-9}\), relative to \(D\), at four test points, both for the Hartree-Fock orbitals and for a determinant of random complex orbitals in which the current matters.

For the \(2p_{+1}\) electron the final function shows what is at stake in the current term. With \(\rho=0.002692\) bohr⁻³, ELF is 1 when \(\mathbf j\) is kept and 0.33 when it is dropped, although there is no other electron in the system. For real orbitals the question does not arise. For current-carrying states, or for orbitals in a magnetic field, the full \(D\) is the one that follows from the pair density. For a correlated wave function the starting formula for \(P_2\) no longer holds, and \(D\) built from a set of orbitals is then a property of that determinant, not of the correlated state.

## Calculated quantities

```
Determinant test, 3 alpha + 1 beta on a ring:
  other alpha electrons seen by one alpha: 2.000000
Gas constant (3/5)(6 pi^2)^(2/3) = 9.11560
Gas, spin density 0.05 bohr^-3: k_F = 1.43595 bohr^-1
  D from Fermi sphere = 0.0618589 bohr^-5
  D0 from formula     = 0.0618589 bohr^-5
N2, RHF/cc-pVDZ, separation 2.0 bohr, 7 electrons per spin
  energy = -108.954210 hartree
  largest relative error of D against quadrature = 4.1e-09
  remainder(s=0.1)/remainder(s=0.05) at midpoint = 15.667
Axis points: z in bohr, rho in bohr^-3; tau, W, D, D0 in bohr^-5
  (W = |grad rho|^2/(4 rho); nucleus at z = 1)
  point            z      rho      tau        W        D       D0     chi    ELF
  midpoint       0.000  0.37032  0.65906  0.00000  0.65906  1.74079  0.3786 0.8746
  inner minimum  0.540  0.53448 11.69130  2.60752  9.08378  3.20874  2.8310 0.1109
  core           1.100 25.66916 1224.01086 1196.77648 27.23439 2036.12608  0.0134 0.9998
  outer minimum  1.450  0.55574 12.27640  3.51466  8.76175  3.42427  2.5587 0.1325
  outer maximum  2.362  0.08009  0.12812  0.11068  0.01744  0.13564  0.1286 0.9837
  z = 3          3.000  0.01627  0.02816  0.02629  0.00187  0.00952  0.1969 0.9627
  z = 4          4.000  0.00146  0.00228  0.00216  0.00012  0.00017  0.7255 0.6551
Averaged conditional density at midpoint, in bohr^-3:
  s/bohr   quadrature    D s^2/3   ratio quadrature/leading
   0.1     0.0021887   0.0021969    0.9963
   0.2     0.0086680   0.0087875    0.9864
   0.4     0.0342228   0.0351501    0.9736
   0.6     0.0877394   0.0790878    1.1094
Averaged conditional density at outer maximum, in bohr^-3:
  s/bohr   quadrature    D s^2/3   ratio quadrature/leading
   0.1     0.0000586   0.0000581    1.0077
   0.2     0.0002400   0.0002326    1.0318
   0.4     0.0010626   0.0009303    1.1422
   0.6     0.0028937   0.0020932    1.3824
Hydrogen 2p(+1) orbital at x = 2 bohr, y = z = 0:
  rho = 0.002692 bohr^-3, tau = 0.000673 bohr^-5
  W = 0.000000 bohr^-5, |j|^2/rho = 0.000673 bohr^-5
  ELF with current term = 1.0000, without = 0.3324
```
